Electronic smearing, ionic fluctuations and the charge-density-wave transition temperature

In the model worked out below, the harmonic force constant of a zone-corner phonon is negative at low electronic temperature and turns positive when the Fermi-Dirac smearing reaches 0.0946 eV, or 1098 K. A classical Monte Carlo simulation of the ions on the quartic truncation of the same free-energy surface loses the charge-density-wave order at 103 K (8.9 meV), about a tenth of that temperature. At 300 K the harmonic force constant is −1.46 eV/Å², yet the crystal is undistorted and resists the distortion with a stiffness of +1.04 eV/Å². The sign change at 1098 K therefore marks something other than the transition.

The electrons and the harmonic criterion

The algebra uses atomic units with ħ = k_B = 1; numbers are in eV, Å and K. The ions sit on a simple cubic lattice of unit spacing with one coordinate x_R per cell, and Q = (π, π, π). The staggered variable u_R = x_R cos(Q·R) is uniform in the ordered state, and wavevectors q are measured from Q. The ions are adiabatic: they move on the Mermin free-energy surface of the electrons at temperature T.

A uniform u mixes a valence state at k, energy −ξ, with a conduction state at k + Q, energy +ξ, through a matrix element gu. There are n = 2 such pairs per cell (spin), with ξ uniform on [ξ1, ξ2]; ⟨…⟩_ξ is that average. The 2×2 block has eigenvalues ±E with E = √(ξ² + s) and s = g²u². The spectrum is symmetric, so μ = 0 and the free energy equals the grand potential. Since (1 + e^y)(1 + e^−y) = 4cosh²(y/2),

F_el = −2nT ⟨ln 2cosh(E/2T)⟩_ξ.

With t(E) = tanh(E/2T) and dE/ds = 1/(2E), one pair gives

dF/ds = −t(E)/(2E),   d²F/ds² = −(1/4E) d(t/E)/dE.

Adding a bare lattice energy K0u²/2 + b0u⁴/4 and matching the Taylor series sF′ + s²F″/2 to au²/2 + bu⁴/4 yields

a(T) = K0 − n g² ⟨t(ξ)/ξ⟩_ξ,
b(T) = b0 − (n g⁴/2) ⟨ξ⁻¹ d(t/ξ)/dξ⟩_ξ.

Two properties are needed later. The function a(T) increases with T, because tanh(ξ/2T) falls. And b(T) > b0, because t is concave for ξ > 0 and vanishes at the origin, so t/ξ decreases. The series in s converges at any T for g|u| < ξ1, which is the reason for choosing a gapped spectrum; in a perfectly nested metal a diverges logarithmically as T → 0 and a quartic form cannot describe low temperatures.

The round parameters are ξ1 = 0.15 eV, ξ2 = 0.35 eV, g = 1 eV/Å, K0 = 7 eV/Å², b0 = 60 eV/Å⁴ and ionic mass M = 100 u, a bare phonon of 17.1 meV. For T ≪ ξ1, t = 1, and

a = 7 − 2 ln(0.35/0.15)/0.2 = −1.473 eV/Å²,
b = 60 + (0.15⁻² − 0.35⁻²)/(2 × 0.2) = 150.7 eV/Å⁴,

the values found at 100 K. The harmonic phonon energy is imaginary, 7.85i meV. The well has its minimum at u0 = √(1.473/150.7) = 0.099 Å, inside the convergence range, with depth a²/4b = 3.6 meV. The root of a(T*) = 0 is T* = 1098 K. For ions that do not fluctuate, the free energy per cell of a uniform distortion m is am²/2 + bm⁴/4, and with b > 0 it orders continuously at a = 0. T* is thus the transition temperature of fluctuation-free ions. It solves n g²⟨t/ξ⟩_ξ = K0, so it is set by the electronic energies ξ together with the ratio K0/(n g²), and it falls to zero as K0 rises to 7 + 1.473 = 8.473 eV/Å². Here T* = 0.0946 eV is 26 times the well depth.

For other smearings the width is not a temperature at all. Each scheme has an occupation f(ε/σ) and a generalized free energy per state whose ε-derivative is f. A pair then has dF/dE = f(x) − f(−x) = −D(x) with x = E/σ, and D replaces t in a. Gaussian smearing, f = erfc(x)/2, gives D = erf x; first-order Methfessel-Paxton, f = erfc(x)/2 − x exp(−x²)/(2√π), gives D = erf x + x exp(−x²)/√π. The critical widths are 0.232 and 0.388 eV, against 0.0946 eV for Fermi-Dirac: one surface at zero smearing, three answers. The numerical check tests a, b and the three widths against free energies of numerically diagonalized blocks.

The lattice of modes

A transition needs many coupled modes. The model is

H = Σ_R [p_R²/2M + a u_R²/2 + b u_R⁴/4] + (C/2) Σ_bonds (u_R − u_R′)².

It assumes that the quartic term is local and that the q-dependence of the anomaly is a T-independent nearest-neighbour coupling C. With u_R = N^(−1/2) Σ_q u_q exp(iq·R), a bond along α contributes |1 − exp(iq_α)|² = 2(1 − cos q_α), so the harmonic force constant is

Mω_q² = a + J_q,   J_q = C j_q,   j_q = 2 Σ_α (1 − cos q_α).

The example takes C = 0.5 eV/Å². The anomaly is broad: at 100 K, 11% of the zone has a + J_q < 0.

The self-consistent harmonic approximation

Let H_λ = H0 + λV with V = H − H0. Second-order perturbation theory gives F″(λ) = −Σ_mn |δV_mn|² (p_n − p_m)/(E_m − E_n), where p_n are Boltzmann weights, δV = V − ⟨V⟩, and the ratio becomes p_n/T for equal energies. Every ratio is positive, so F(λ) is concave and lies below its tangent at λ = 0:

F ≤ F0 + ⟨H − H0⟩_0.

Take H0 harmonic about a centroid m, with free stiffnesses k_q = Mω_q². One oscillator has f(k) = T ln 2sinh(ω/2T). Its derivative is both ⟨|δu_q|²⟩/2, since k multiplies |δu_q|²/2 in H0, and ½ coth(ω/2T) dω/dk with dω/dk = 1/(2Mω). Hence

σ_q² = coth(ω_q/2T)/(2Mω_q),   σ² = N⁻¹ Σ_q σ_q².

The on-site distribution is Gaussian with mean m and variance σ², so odd moments of δu vanish and ⟨δu⁴⟩ = 3σ⁴. The bond term does not see the uniform m. The bound per cell is

F = a(m² + σ²)/2 + b(m⁴ + 6m²σ² + 3σ⁴)/4 + N⁻¹ Σ_q [(J_q − k_q)σ_q²/2 + f(k_q)].

On differentiating with respect to k_q, the explicit −σ_q²/2 cancels f′, and what is left is

(1/2N)(dσ_q²/dk_q)[a + 3bm² + 3bσ² + J_q − k_q] = 0.

The prefactor is nonzero, so

k_q = r + J_q,   r = a + 3b(m² + σ²).

This is the self-consistent harmonic approximation (SCHA). Because F is stationary in every k_q, its total m-derivative is the partial one,

dF/dm = m [a + bm² + 3bσ²].

Differentiating again at m = 0, the derivative of the bracket is multiplied by m and drops out:

d²F/dm² at m = 0 equals a + 3bσ² = r.

The stability of the undistorted phase is decided by r, not by a. The program tests the form k_q = r + J_q by minimizing freely over all 27 stiffnesses of a 3×3×3 cell, and the curvature by finite differences: at 150 K both r and the numerical Hessian are 0.5755 eV/Å².

The equation r = a + 3bσ²(r) has a positive root exactly when

Φ(T) = a + 3bσ²(r = 0, T) > 0,

because a + 3bσ²(r) − r decreases steadily to −∞ as r grows. The undistorted phase becomes unstable on cooling at T_s, the highest zero of Φ.

For classical ions coth(ω/2T) → 2T/ω and σ_q² = T/k_q. Writing 1/(ρ + j) = ∫₀^∞ exp[−t(ρ + j)] dt and using that the average of exp(2t cos q) over q is the Bessel function I0(2t),

σ² = (T/C) G(r/C),   G(ρ) = ∫₀^∞ exp(−ρt) [exp(−2t) I0(2t)]³ dt.

At large t the bracket falls as (4πt)^(−1/2), so W = G(0) converges in three dimensions; W = 0.252731, tested against the closed Gamma-function form of the Watson integral. Then Φ = 0 reads

T_s = C|a|/(3bW).

Below 100 K a and b are constant up to terms of order exp(−ξ1/T), so with |a|/3b = 0.003258 Å²,

T_s = 0.5 × 0.003258/0.252731 eV = 6.45 meV, or 74.8 K.

Since u0² = |a|/b, this is T_s = Cu0²/(3W): the scale is Cu0² = 4.9 meV, and T* does not enter. The same product sets the cost of reversing one site against an ordered neighbour, (C/2)(2u0)² = 2Cu0² per bond.

For quantum ions σ_q² = (T/k_q) x coth x with x = ω_q/2T. Since x coth x ≥ 1, Φ is larger at every T and T_s is lower: 60.5 K, 19% below the classical value. At T = 0, σ² = ⟨j^(−1/2)⟩/(2√(MC)). With ħ²/M = 4.18×10⁻⁵ eV Å² and ⟨j^(−1/2)⟩ = 0.4553, this is √(4.18×10⁻⁵/0.5) × 0.4553/2 = 0.002082 Å², already 64% of the 0.003258 Å² that cancels a. It scales as M^(−1/2), so within the SCHA the low-temperature instability disappears below M_c = 100 × (0.002082/0.003258)² = 40.8 u. This mass belongs to the approximation: the site mean field introduced below keeps order down to about 28 u. The program tests the sign of Φ at 5 K for 0.9M_c and 1.1M_c. T* does not depend on M.

T_s is not itself the transition temperature, even within the SCHA. For small ρ, W − G(ρ) comes from large t and equals (4π)^(−3/2) ∫(1 − exp(−ρt)) t^(−3/2) dt; integration by parts turns the integral into 2√(πρ), so G ≈ W − √ρ/(4π). At T = T_s, where a + 3bTW/C = 0, the equation for r becomes r = 3bm² − 3bT√r/(4πC^(3/2)). For small m the left side is negligible against √r, so √r ∝ m² and r ∝ m⁴. The bracket in dF/dm equals r − 2bm², which tends to −2bm², and F(m) − F(0) ≈ −bm⁴/2. A negative quartic term at the point where the quadratic one vanishes means that a distorted minimum, with r = 2bm², wins at a higher temperature. The classical SCHA has a first-order transition at T_1 = 89.8 K with a jump of 0.055 Å, tested by scanning F(m) 1% above and below T_1. A calculation that keeps the full anharmonicity is needed to judge both numbers.

Site mean field and Monte Carlo

Each site has six neighbours, so the bond term expands to 3CΣu_R² − CΣ_bonds u_R u_R′. Replacing the neighbours by m leaves one site in the potential (a + 6C)u²/2 + bu⁴/4 and a field h + 6Cm, where h is an external field. With χ0 the exact susceptibility of that site, m = χ0(h + 6Cm), and the stiffness h/m is 1/χ0 − 6C. Classically χ0 = ⟨u²⟩/T by quadrature; for quantum ions χ0 is the sum written above for −F″, with δV = u, over the levels of the diagonalized site. The stiffness vanishes at T_MF = 138 K (classical) and 123 K (quantum, 11% lower). This theory treats the anharmonicity exactly and drops the correlations between sites.

The Monte Carlo simulation samples exp(−H/T) for classical ions on periodic L³ lattices, L = 6 and 10, with m = N⁻¹Σu_R. The identity ⟨u_R ∂H/∂u_R⟩ = T, which follows from integrating ∂(u exp(−H/T))/∂u, is asserted to 4% at every temperature. In an ordered phase ⟨m²⟩ is independent of size: at 60 K it is 0.00609 Å² for both L. In a disordered phase m is an average of nearly independent parts and N⟨m²⟩ is independent of size: at 300 K it is 0.0252 and 0.0246 Å². A field term −hΣu_R gives dm/dh = N⟨m²⟩/T. With T = 0.0946 eV × 300/1098 = 0.0258 eV and the mean 0.0249 Å², the stiffness is 1.04 eV/Å². The program asserts that it lies between the site mean-field value 0.90 and the classical SCHA value 1.42 eV/Å², while a(300 K) = −1.46 eV/Å². This alone refutes the identification of T* with the transition.

The Binder cumulant U = 1 − ⟨m⁴⟩/(3⟨m²⟩²) tends to 2/3 for a distribution peaked at ±m and to 0 for a Gaussian. The larger lattice is nearer 2/3 below the transition and nearer 0 above it, so curves for two sizes cross, at a temperature that approaches T_c as the sizes grow. U(10) − U(6) is 0.448 − 0.442 = +0.006 at 103 K and 0.328 − 0.382 = −0.054 at 106 K, so by interpolation

T_c = 103 + 3 × 0.006/0.060 = 103.3 K,   T_c/T* = 0.094.

The jackknife error of 0.8 K is statistical; the shift from the small sizes was not estimated. Coexistence of an m = 0 peak with ±m peaks would drive U negative; between 91 and 115 K it stays positive, which is consistent with a continuous transition as far as L ≤ 10 can tell, and points to the SCHA jump as a product of the Gaussian trial state. The program asserts T_s < T_c < T_MF < 0.2T*. T_s is 28% below T_c, T_1 is 13% below and T_MF is 34% above. That the two theories bracket T_c is found for this case, not derived. The quantum lowering is shown only within them.

The quartic truncation matters more than the well shape suggests. The untruncated well at 100 K has its minimum at 0.104 Å and depth 3.9 meV, 5% and 8% above the quartic values, but the classical T_MF rises to 158 K, 14% above the quartic value. The sign follows for T ≪ ξ1: the difference between the full and truncated potentials has s-derivative −n⟨1/2E − 1/2ξ + s/4ξ³⟩_ξ, which is negative because (1 + y)^(−1/2) ≥ 1 − y/2. The extra Boltzmann factor grows with u², so ⟨u²⟩ and χ0 grow. The digits quoted for T_s, T_1, T_c, T_MF and the stiffness at 300 K belong to the quartic model. The program prints the shift for T_MF only, and the others are not all of that size. With the untruncated well the classical T_s rises 17% to 87 K and T_c rises to roughly 115 K. The stiffness at 300 K, where 6 to 8% of the sites lie beyond g|u| = ξ1, falls by about 20% to 0.83 eV/Å². The stiffness stays positive and T*/T_c stays of order ten.

The correct statement

For H above in three dimensions with b > 0 and a(T) increasing: (i) classical ions have no order above T*, exactly; (ii) in the SCHA, classical or quantum, the undistorted phase stays locally stable on a finite interval below T*, down to T_s; (iii) in the classical SCHA the ratio T_s/T* is governed by 3bT⟨1/J_q⟩ against |a|, and runs from 0 at C → 0 to 1 at C → ∞. For classical ions T* is a ceiling; in the classical SCHA, how far below it T_s falls depends on the zone average of 1/J_q.

Proof of (i). Let 𝓛 = TΣ∂_i² − Σ(∂_iH)∂_i act on functions of the u_i, with H now the potential energy. Integration by parts against exp(−H/T) gives ⟨φ𝓛ψ⟩ = −T⟨∇φ·∇ψ⟩, so 𝓛 is symmetric and annihilates only constants; H grows as u⁴, so its spectrum is discrete. The function A = Σu_i has zero mean by symmetry, so 𝓛φ = A has a solution. Differentiating the definition, ∂_i𝓛φ = 𝓛∂_iφ − Σ_j H_ij ∂_jφ, with H_ij the Hessian. Then

⟨A²⟩ = ⟨(𝓛φ)²⟩ = −T⟨∇φ·∇𝓛φ⟩ = T² Σ_i ⟨|∇∂_iφ|²⟩ + T⟨∇φ·H″∇φ⟩ ≥ Ta⟨|∇φ|²⟩,

since H″ is a times the unit matrix plus the non-negative parts 3bu_i² and J. Also ⟨A²⟩ = ⟨A𝓛φ⟩ = −T⟨∇A·∇φ⟩ ≤ T√N ⟨|∇φ|²⟩^(1/2) by the Schwarz inequality, with |∇A|² = N. Squaring this and inserting the first bound, for a > 0,

N⟨m²⟩ = ⟨A²⟩/N ≤ T/a.

So ⟨m²⟩ → 0 as N → ∞ whenever T > T*, and T_c ≤ T*. No simulation was run above T*; this part rests on the proof.

Proof of (ii). For T ≥ T*, a ≥ 0 and 3bσ² > 0, so Φ > 0. Φ is continuous, so it stays positive on an interval below T*, where r > 0 and the curvature of F at m = 0 is positive. The highest zero of Φ, if there is one, satisfies T_s < T*.

Proof of (iii). Classically Φ = a(T) + 3b(T)TW/C. For small C the zero falls where a and b are constant and T_s = C|a|/(3bW) ∝ C. The computed ratios T_s/T* are 0.0681 at C = 0.5 and 0.2729 at C = 2 eV/Å², against 4 × 0.0681 = 0.272 from proportionality. For large C the zero approaches T*; putting a ≈ −a′(T* − T) with a′ = da/dT at T*, to first order in 1/C,

1 − T_s/T* = 3b(T*)W/(C a′).

Here a′ = 2.657×10⁻³ eV/Å² per K, which is 30.8 Å⁻² after multiplying by 1098 K/0.0946 eV. At C = 1000 eV/Å² the formula gives 3 × 96.57 × 0.2527/(1000 × 30.8) = 0.0024, asserted to agree within 3% with the direct root, T_s/T* = 0.9976. The intermediate ratios are 0.78 at C = 10 and 0.98 at C = 100 eV/Å². At C = 0, σ² = T/r and r(r − a) = 3bT, whose positive root never vanishes at T > 0. A single mode has no transition in exact treatment either, as its thermal density is even in u with finite variance. For the quantum isolated mode at 100 K the SCHA gives r = 1.43 eV/Å², 39% above the exact 1/χ = 1.03 eV/Å², and a free energy 1.3 meV above the exact one, as the variational bound requires. A lone quartic mode can show that fluctuations stabilize the symmetric structure, but any transition temperature read from it is spurious.

The large values of C are a mathematical limit. What enters the classical Φ is the zone average of 1/J_q, not the curvature at Q. If the bare stiffness were K0 at all q and the electrons could only soften it, then a + 12C ≤ K0 would restrict C to (7 + 1.473)/12 = 0.71 eV/Å² at low temperature, and to 7/12 = 0.58 eV/Å² at T*. A sharp dip in an otherwise flat branch of stiffness K0 leaves σ² of order T/K0, so a narrow anomaly brings T_s near T* only if the branch is stiff elsewhere or the quartic coupling to those modes is weak. The electronic part of b may then depend on q as well, which the local model excludes. In d ≤ 2 dimensions the integrand of W falls as t^(−d/2), W diverges, and the classical condition Φ = 0 has no root at T > 0, so it gives no estimate of T_c. An incommensurate wave has a complex amplitude with a phase mode and needs a different H, and a cubic invariant, allowed when u → −u is not a symmetry, adds a term to the curvature that the parity argument removed.

Numbers as computed

```
xi1 = 0.15 eV, xi2 = 0.35 eV, n = 2, g = 1.0 eV/A, M = 100.0 u
K0 = 7.0 eV/A^2, b0 = 60.0 eV/A^4, C = 0.5 eV/A^2
hbar^2/M = 4.1802e-05 eV A^2; bare hbar*omega = 17.11 meV
critical width Fermi-Dirac = 0.0946 eV, T* = 1098 K
critical width Gaussian = 0.2318 eV, Methfessel-Paxton(1) = 0.3878 eV
T = 100 K: a = -1.4730 eV/A^2, b = 150.70 eV/A^4
T = 300 K: a = -1.4640 eV/A^2, b = 149.52 eV/A^4
T = 1098 K: a = 0.0000 eV/A^2, b = 96.57 eV/A^4
da/dT at T* = 2.6574e-03 eV/A^2/K
harmonic |hbar*omega(Q)| at 100 K (imaginary) = 7.85 meV
quartic well 100 K: u0 = 0.0989 A, depth = 3.599 meV, C u0^2 = 4.887 meV
full well 100 K: u0 = 0.1043 A, depth = 3.873 meV
harmonically unstable zone fraction 100 K = 0.113
W = 0.252731, <j^-1/2> = 0.45534, |a|/3b at 100 K = 0.003258 A^2
zero-point s2(r=0) = 0.002082 A^2, Mc = 40.8 u
SCHA Ts classical = 74.8 K (6.45 meV), quantum = 60.5 K
SCHA classical T1 = 89.8 K, jump m = 0.0552 A
quantum SCHA 150 K: r = 0.5755, finite-difference Hessian = 0.5755 eV/A^2
site mean field TMF classical = 138.4 K, quantum = 123.2 K
TMF classical with untruncated well = 157.9 K
isolated mode 100 K: SCHA r = 1.4306, exact 1/chi = 1.0263 eV/A^2
isolated mode 100 K: F_SCHA - F_exact = 1.333 meV
Binder T = 91 K: L=6 0.608, L=10 0.653
Binder T = 94 K: L=6 0.576, L=10 0.642
Binder T = 97 K: L=6 0.552, L=10 0.621
Binder T = 100 K: L=6 0.494, L=10 0.588
Binder T = 103 K: L=6 0.442, L=10 0.448
Binder T = 106 K: L=6 0.382, L=10 0.328
Binder T = 109 K: L=6 0.335, L=10 0.213
Binder T = 112 K: L=6 0.311, L=10 0.185
Binder T = 115 K: L=6 0.251, L=10 0.103
Monte Carlo Tc = 103.3 +- 0.8 K (8.90 meV), Tc/T* = 0.094
MC <m^2> 60 K: L=6 0.00609, L=10 0.00609 A^2
MC N<m^2> 300 K: L=6 0.0252, L=10 0.0246 A^2
stiffness 300 K: site MF 0.899, MC 1.04, SCHA 1.417 eV/A^2
C = 0.5 eV/A^2: classical Ts/T* = 0.0681
C = 2 eV/A^2: classical Ts/T* = 0.2729
C = 10 eV/A^2: classical Ts/T* = 0.7824
C = 100 eV/A^2: classical Ts/T* = 0.9765
C = 1000 eV/A^2: classical Ts/T* = 0.9976
large-C formula for 1 - Ts/T* at C = 1000 eV/A^2: 0.00237
```
